# First-Order Ellipsometry of a Thin Transparent Film

An ellipsometer measures the ratio of two reflection amplitudes, $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$. This problem asks what that ratio reveals about a transparent film much thinner than the wavelength.

The film fills $0<z<d$ and has real permittivity $\varepsilon_f=n_f^2$. The ambient, $z<0$, has real permittivity $\varepsilon_a=n_a^2$. The substrate, $z>d$, has permittivity $\varepsilon_s$, which may be complex until stated otherwise. All media are homogeneous, isotropic and nonmagnetic, and the interfaces are flat and sharp. Light arrives from the ambient at angle $\theta$ to the normal. The algebra is in atomic units, with $k=\omega/c=2\pi/\lambda$, where $\lambda$ is the vacuum wavelength. Fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}\varepsilon>0$.

## (a) The reflection amplitude

**Question.** Express $r_s$ and $r_p$ through one quantity that is continuous across the interfaces, and find how that quantity varies inside the film.

**Solution.** With suitably scaled fields, Maxwell's equations are $\nabla\times\mathbf E=ik\mathbf H$ and $\nabla\times\mathbf H=-ik\varepsilon\mathbf E$. All fields share the factor $e^{iKx}$ with $K=kn_a\sin\theta$, because the interfaces are uniform along $x$.

For s polarization let $E_y=u(z)e^{iKx}$. The first equation gives the tangential magnetic field $H_x=iu'/k$ (times $e^{iKx}$), so $u$ and $u'$ are continuous. For p polarization let $H_y=u(z)e^{iKx}$. The second equation gives $E_x=-iu'/(k\varepsilon)$, so $u$ and $u'/\varepsilon$ are continuous. In both cases the remaining Maxwell equation gives, in each medium $j$,
$$u''=-q_j^2u,\qquad q_j^2=k^2\varepsilon_j-K^2 .$$

Set $\sigma=1$ for s and $\sigma=\varepsilon$ for p. Then
$$Y(z)=\frac{-i\,u'}{\sigma u}$$
is continuous for both polarizations. A wave $e^{iq_jz}$ travelling towards the substrate has $Y=Y_j=q_j/\sigma_j$. In the ambient $u=e^{iq_az}+re^{-iq_az}$, so at the film's top surface
$$Y(0)=Y_a\frac{1-r}{1+r}\quad\Rightarrow\quad r=\frac{Y_a-Y(0)}{Y_a+Y(0)} .$$
For p this $r$ is a ratio of magnetic fields. On a bare surface at normal incidence it gives $r_p=-r_s$, hence $\rho=-1$.

Inside the film, differentiate $Y$ and use $u''=-q_f^2u$ and $u'/u=i\sigma_fY$:
$$Y'=-\frac{i}{\sigma_f}\left[\frac{u''}{u}-\left(\frac{u'}{u}\right)^2\right]
=i\left(\frac{q_f^2}{\sigma_f}-\sigma_fY^2\right).\tag{1}$$
The substrate carries only the outgoing (or decaying) wave, so $Y(d)=Y_s$.

## (b) Each polarization to first order

**Question.** Find the changes of $\ln r_s$ and $\ln r_p$ to first order in $d$.

**Solution.** Going back from $z=d$ to $z=0$, with the slope taken from (1) at $Y=Y_s$,
$$Y(0)=Y_s+\delta Y+O(d^2),\qquad \delta Y=-id\left(\frac{q_f^2}{\sigma_f}-\sigma_fY_s^2\right).$$
Since $\ln r=\ln(Y_a-Y)-\ln(Y_a+Y)$ up to a constant phase,
$$\delta\ln r=-\left(\frac1{Y_a-Y_s}+\frac1{Y_a+Y_s}\right)\delta Y=-\frac{2Y_a}{Y_a^2-Y_s^2}\,\delta Y .$$

For s, $q_f^2-q_s^2=k^2(\varepsilon_f-\varepsilon_s)$ and $q_a^2-q_s^2=k^2(\varepsilon_a-\varepsilon_s)$. The two minus signs cancel and so does $k^2$:
$$\delta\ln r_s=2id\,q_a\frac{\varepsilon_f-\varepsilon_s}{\varepsilon_a-\varepsilon_s}.\tag{2}$$
For p, with $Y_j=q_j/\varepsilon_j$,
$$\delta\ln r_p=2id\,\frac{q_a}{\varepsilon_a}\;
\frac{q_f^2/\varepsilon_f-\varepsilon_fq_s^2/\varepsilon_s^2}{q_a^2/\varepsilon_a^2-q_s^2/\varepsilon_s^2}.\tag{3}$$

Two cases fix the meaning. If $\varepsilon_f=\varepsilon_s$, both changes vanish: the film is merely more substrate, and $r$ is referred to its top. If $\varepsilon_f=\varepsilon_a$, both equal $2idq_a$, the phase of a round trip through an extra thickness $d$ of ambient. In either case the ratio $\rho$ must stay unchanged.

The expansion needs small $|q_f|d$ and small $|\sigma_fY_s|d$, so that the slope (1) changes little across the film, and also $|\delta Y|\ll|Y_a-Y_s|$. The last condition fails near a zero of the bare-surface amplitude, treated in part (f). For p polarization at oblique incidence it also fails, at fixed $d$, when $\varepsilon_f$ is close enough to zero, because $\delta Y$ contains the term $K^2/\varepsilon_f$.

## (c) The ratio

**Question.** Find $\ln(\rho/\rho_0)$ to first order, where $\rho_0$ belongs to the bare substrate. In what form do $d$ and $\varepsilon_f$ enter?

**Solution.** Subtract (2) from (3). The denominator of (3) is
$$k^2\left(\frac1{\varepsilon_a}-\frac1{\varepsilon_s}\right)-K^2\left(\frac1{\varepsilon_a^2}-\frac1{\varepsilon_s^2}\right)
=\frac{\varepsilon_s-\varepsilon_a}{\varepsilon_a\varepsilon_s}D,\qquad
D=k^2-K^2\,\frac{\varepsilon_a+\varepsilon_s}{\varepsilon_a\varepsilon_s}.$$
Its numerator is
$$N=k^2\left(1-\frac{\varepsilon_f}{\varepsilon_s}\right)-K^2\left(\frac1{\varepsilon_f}-\frac{\varepsilon_f}{\varepsilon_s^2}\right).$$
Over a common denominator,
$$\ln\frac{\rho}{\rho_0}=2id\,q_a\,\frac{\varepsilon_sN+(\varepsilon_f-\varepsilon_s)D}{(\varepsilon_s-\varepsilon_a)D}+O(d^2).$$
In the upper line the $k^2$ terms are $k^2(\varepsilon_s-\varepsilon_f)+k^2(\varepsilon_f-\varepsilon_s)=0$. With $(\varepsilon_a+\varepsilon_s)/(\varepsilon_a\varepsilon_s)=1/\varepsilon_a+1/\varepsilon_s$, the rest is
$$-K^2\left[\frac{\varepsilon_s}{\varepsilon_f}-\frac{\varepsilon_f}{\varepsilon_s}+(\varepsilon_f-\varepsilon_s)\left(\frac1{\varepsilon_a}+\frac1{\varepsilon_s}\right)\right]
=-K^2\left[\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_f}-\frac{\varepsilon_s-\varepsilon_f}{\varepsilon_a}\right],$$
because $\varepsilon_f/\varepsilon_s$ cancels and $\varepsilon_s/\varepsilon_f-1=(\varepsilon_s-\varepsilon_f)/\varepsilon_f$. Taking out the common factor gives
$$K^2\,\frac{(\varepsilon_f-\varepsilon_a)(\varepsilon_s-\varepsilon_f)}{\varepsilon_a\varepsilon_f}.$$
Finally $K^2=k^2\varepsilon_a\sin^2\theta$ turns $D$ into $k^2(\varepsilon_s\cos^2\theta-\varepsilon_a\sin^2\theta)/\varepsilon_s$, and $q_a=kn_a\cos\theta$. Therefore
$$\boxed{\ln\frac{\rho}{\rho_0}=igJ+O(d^2),\qquad J=d\,\frac{(\varepsilon_f-\varepsilon_a)(\varepsilon_s-\varepsilon_f)}{\varepsilon_f}}\tag{4}$$
$$g=\frac{2kn_a\cos\theta\,\sin^2\theta\;\varepsilon_s}{(\varepsilon_s-\varepsilon_a)(\varepsilon_s\cos^2\theta-\varepsilon_a\sin^2\theta)} .\tag{5}$$

The film enters through $J$, a length, while the angle enters through $g$. $J$ vanishes for $\varepsilon_f=\varepsilon_a$ and $\varepsilon_f=\varepsilon_s$, as part (b) requires. The factor $\sin^2\theta$ removes the signal at normal incidence, where s and p are equivalent.

## (d) What can be measured when every medium is transparent

**Question.** Let $\varepsilon_s=n_s^2$ be real, with no total reflection at the bare substrate and with $\theta$ away from the Brewster angle, which part (f) treats. How do $\Psi$ and $\Delta$ respond? Can measurements at several angles separate $d$ from $n_f$?

**Solution.** Now $\rho_0$, $g$ and $J$ are real. Since $\ln(\rho/\rho_0)=\ln(\tan\Psi/\tan\Psi_0)+i\,\delta\Delta$, equation (4) gives
$$\delta\Delta=gJ,\qquad \delta\Psi=0\qquad\text{to first order}.$$
With the opposite time convention, $e^{+i\omega t}$, the sign of $\delta\Delta$ reverses.

At this order $\Psi$ says nothing about the film and $\Delta$ gives one real number, $J$. Another angle changes $g$, which is known, and returns the same $J$. Thickness and index therefore cannot be separated at first order, with the frequency, ambient and substrate fixed.

The next orders follow from (1). Let $F(d)$ be the value of $Y$ at the top of a film of thickness $d$. Thickening the film continues the solution backwards in $z$, so
$$\frac{dF}{d(-id)}=\frac{q_f^2}{\sigma_f}-\sigma_fF^2,\qquad F(0)=Y_s .$$
All coefficients are real, so $F$ is a power series in $-id$ with real coefficients, and so is $\ln(\rho/\rho_0)$. Odd powers of $d$ are imaginary and alter $\Delta$; even powers are real and alter $\Psi$. The error of $\delta\Delta=gJ$ is thus of order $d^3$, and $\Psi$ starts to move at order $d^2$.

The condition on the substrate matters. If $\varepsilon_s$ is complex, $J$ is complex too, and a transparent film no longer hides behind one real number. Part (h) uses this.

## (e) Films that look alike

**Question.** For $n_s>n_a$, which indices give the same $J$ at the same thickness? If $J>0$ is known but $n_f$ is not, what can be said about $d$?

**Solution.** Multiply out $J/d$ and complete the square:
$$\frac Jd=\varepsilon_a+\varepsilon_s-\varepsilon_f-\frac{\varepsilon_a\varepsilon_s}{\varepsilon_f}
=(n_s-n_a)^2-\left(n_f-\frac{n_an_s}{n_f}\right)^2 .\tag{6}$$
Replacing $n_f$ by $n_an_s/n_f$ reverses the sign inside the last bracket and leaves $J$ unchanged. So even a known thickness leaves two candidate indices, unless they coincide at $n_f=\sqrt{n_an_s}$. There $J/d$ has its maximum, which gives, to first order in $d$, the lower bound
$$d\ge\frac{J}{(n_s-n_a)^2} .$$
Equation (4) sets no upper bound: as $n_f$ approaches $n_a$ or $n_s$, $J/d$ tends to zero and the thickness needed for a given $J$ grows, until the thin-film expansion itself fails. The sign of $J$ does carry information: $J>0$ means $n_a<n_f<n_s$.

## (f) The Brewster angle

**Question.** For a transparent substrate $g$ diverges at $\tan\theta_B=n_s/n_a$. What is $\rho$ there?

**Solution.** At $\theta_B$ the bare surface has $r_p=0$, so $\ln\rho_0$ does not exist. The amplitude $\rho$ itself is regular, and its first-order coefficient is the limit of $i\rho_0g$. Write $w=\sqrt{\varepsilon_s-\varepsilon_a\sin^2\theta}$, so $q_s=kw$. Then
$$r_{p0}=\frac{\varepsilon_s\cos\theta-n_aw}{\varepsilon_s\cos\theta+n_aw}
=\frac{(\varepsilon_s-\varepsilon_a)(\varepsilon_s\cos^2\theta-\varepsilon_a\sin^2\theta)}{(\varepsilon_s\cos\theta+n_aw)^2},$$
where numerator and denominator were multiplied by $\varepsilon_s\cos\theta+n_aw$, and $\varepsilon_s^2\cos^2\theta-\varepsilon_aw^2$ was factored with $\cos^2\theta+\sin^2\theta=1$. The vanishing factor cancels against $g$:
$$r_{p0}\,g=\frac{2kn_a\varepsilon_s\cos\theta\sin^2\theta}{(\varepsilon_s\cos\theta+n_aw)^2}.$$
At $\theta_B$, $n_aw=\varepsilon_s\cos\theta_B$, $\cos^2\theta_B=\varepsilon_a/(\varepsilon_a+\varepsilon_s)$ and $\sin^2\theta_B=\varepsilon_s/(\varepsilon_a+\varepsilon_s)$. Hence
$$r_{p0}\,g=\frac{kn_a\sin^2\theta_B}{2\varepsilon_s\cos\theta_B}=\frac{k}{2\sqrt{\varepsilon_a+\varepsilon_s}},\qquad
r_{s0}=\frac{n_a\cos\theta_B-w}{n_a\cos\theta_B+w}=\frac{\varepsilon_a-\varepsilon_s}{\varepsilon_a+\varepsilon_s}.$$
Dividing,
$$\rho(\theta_B)=-\frac{ik}{2}\,\frac{\sqrt{\varepsilon_a+\varepsilon_s}}{\varepsilon_s-\varepsilon_a}\,J+O(d^2).\tag{7}$$
The film produces a small imaginary $\rho$ where the bare surface gives zero. Here $\Psi$ does respond at first order, through $\tan\Psi=|\rho|$, but it is again $J$ that is measured.

## (g) Numbers

**Question.** Take model values: photon energy 2 eV, $\theta=70^\circ$, $n_a=1$, $n_f=1.5$, $n_s=4$, $d=10$ Å. Find $\delta\Delta$ and judge how well films of equal $J$ can be told apart.

**Solution.** Here $k=1.01355\times10^{-3}$ Å$^{-1}$, so $kd\approx0.01$. From (4),
$$J=10\ \text{Å}\times\frac{(2.25-1)(16-2.25)}{2.25}=76.39\ \text{Å}\quad(144.4\ \text{bohr}).$$
With $\cos70^\circ=0.3420$ and $\sin^270^\circ=0.8830$, equation (5) gives
$$g=\frac{2(1.01355\times10^{-3})(0.3420)(0.8830)(16)}{15\,(16\times0.1170-0.8830)}=6.605\times10^{-4}\ \text{rad/Å}.$$
Thus $\delta\Delta=gJ=0.05046$ rad $=2.891^\circ$. Solving the four continuity equations of the film numerically, without expansion, gives $2.890^\circ$. The first-order value is high by about 0.05% of this. The same solution moves $\Psi$ by $0.009^\circ$ from its bare value of $11.415^\circ$.

The next table holds $J$ fixed and changes the index, with shifts from the unexpanded solution.

| $n_f$ | $d$ (Å) | $\delta\Delta$ (deg) | $\delta\Psi$ (deg) |
|---|---|---|---|
| 1.3 | 13.07 | 2.8893 | +0.010 |
| 1.5 | 10.00 | 2.8896 | +0.009 |
| 2.0 | 8.49 | 2.8900 | +0.007 |
| 2.667 | 10.00 | 2.8909 | +0.002 |
| 3.5 | 22.18 | 2.8897 | −0.026 |

The thicknesses differ by a factor of 2.6, yet the $\Delta$ shifts agree within $0.002^\circ$. The rows with $n_f=1.5$ and $4/1.5=2.667$ are the pair predicted by (6). The row $n_f=2=\sqrt{n_an_s}$ has the least thickness, $76.39/9=8.49$ Å. Someone who assumed $n_f=2$ for the film of index 1.5 would report a thickness 15% too small.

The index does matter at fixed thickness: for $d=10$ Å, $\delta\Delta$ is $2.21^\circ$, $2.89^\circ$ and $3.40^\circ$ for $n_f=1.3$, 1.5 and 2.0. The difficulty is that a change of thickness can imitate this change.

The $\Psi$ shifts do distinguish the films, since the second-order term is not a function of $J$ alone. But the indices 1.3 and 1.5 differ by only $0.001^\circ$ in $\Psi$, and the whole table spans $0.036^\circ$. Separating them this way needs that precision, and equally good knowledge of the bare surface.

For the first and last films of the table, other angles give:

| $\theta$ (deg) | $\delta\Delta$, $n_f=1.3$ (deg) | $\delta\Delta$, $n_f=3.5$ (deg) |
|---|---|---|
| 45 | +0.446 | +0.445 |
| 60 | +1.092 | +1.090 |
| 80 | −3.264 | −3.240 |

The sign changes because $g$ changes sign at $\theta_B=75.96^\circ$. The largest difference, $0.024^\circ$ at $80^\circ$, is under 1% of the shift. By part (d) it comes from terms of third and higher odd order. Closer to $\theta_B$ the expansion of part (d) fails and the difference grows: $0.24^\circ$ at $75^\circ$, $0.90^\circ$ at $75.5^\circ$ and $3.7^\circ$ at $\theta_B$. There the second-order real part of $\rho$ is set against the small first-order imaginary part. This is the second-order information that appears in $\Psi$ at other angles, and an error of about $0.02^\circ$ in the angle of incidence imitates the whole $3.7^\circ$.

At $\theta_B$ itself, (7) gives for the film with $n_f=1.5$
$$\operatorname{Im}\rho=-\tfrac12(1.01355\times10^{-3})\frac{\sqrt{17}}{15}(76.39)=-0.01064,$$
which the unexpanded solution reproduces to the digits shown. That solution also has a real part of 0.00011, which is of second order.

## (h) Separating thickness and index

**Question.** Show how an absorbing substrate, or a second ambient, can yield $d$ and $\varepsilon_f$ separately from first-order formulas.

**Solution.** Define the real numbers $A=d(\varepsilon_f-\varepsilon_a)$ and $B=A/\varepsilon_f$. Then $J=B(\varepsilon_s-\varepsilon_f)=\varepsilon_sB-A$. For complex $\varepsilon_s$ the measured changes of $\Psi$ and $\Delta$ give the complex number $J=\ln(\rho/\rho_0)/(ig)$, and
$$B=\frac{\operatorname{Im}J}{\operatorname{Im}\varepsilon_s},\quad A=B\operatorname{Re}\varepsilon_s-\operatorname{Re}J,\quad
\varepsilon_f=\frac AB,\quad d=\frac{A}{\varepsilon_f-\varepsilon_a}.$$
This requires $\varepsilon_f\ne\varepsilon_a$. A weakly absorbing substrate is a poor help, because the error of $\operatorname{Im}J$ is divided by the small $\operatorname{Im}\varepsilon_s$.

As a trial, take $\varepsilon_s=10+10i$, keep the other values, and feed the formulas with noise-free $\rho$ from the unexpanded solution. For $d=1$ Å they return $\varepsilon_f=2.236$ and $d=1.003$ Å; the true permittivity is 2.25. For $d=10$ Å they return 2.11 and 10.4 Å, errors of about −6% and +4%. These errors come from the neglected orders, since the data contain no noise. This substrate is a favourable one. For $d=10$ Å, $\varepsilon_s=16+3i$ returns 1.14 and 41 Å, and $\varepsilon_s=15.25+0.17i$, close to silicon at 2 eV, returns a negative thickness. Even with $10+10i$, an error of $+0.01^\circ$ in $\delta\Psi$ moves the result to 1.85 and 11.8 Å. The 1 Å case probes the formula; a real layer that thin would not be a uniform medium with sharp faces.

With a transparent substrate, measure instead in two ambients, $\varepsilon_1$ and $\varepsilon_2$, that leave the film unchanged. The factor $d(\varepsilon_s-\varepsilon_f)/\varepsilon_f$ cancels from the ratio
$$R=\frac{J_1}{J_2}=\frac{\varepsilon_f-\varepsilon_1}{\varepsilon_f-\varepsilon_2}\quad\Rightarrow\quad
\varepsilon_f=\frac{R\varepsilon_2-\varepsilon_1}{R-1},$$
and $d$ then follows from $J_1$. This requires $\varepsilon_f\ne\varepsilon_s$, since otherwise both $J_1$ and $J_2$ vanish. If only one of them vanishes, $\varepsilon_f$ equals the permittivity of that ambient and $d$ follows from the other. For ambient indices 1.0 and 1.3, $\theta=70^\circ$ in both, and the 10 Å film on the substrate with $n_s=4$, noise-free $\Delta$ shifts return $\varepsilon_f=2.248$ and $d=10.00$ Å. The bias is smaller than before because the first error in $\Delta$ is now cubic in $d$. It grows near either Brewster angle ($72.0^\circ$ and $76.0^\circ$ here): $60^\circ$ returns 2.250 and 10.00 Å, while $75^\circ$ returns 2.27 and 9.70 Å. In both methods the added information comes from a changed or complex $J$, which a change of angle cannot supply at first order.

Numbers in the example were calculated in double precision.
